Hydrogen density on dihydride Si(100) and monohydride Si(111)

**Question**

I have to calculate how many hydrogen atoms per cm² sit on an ideal, unreconstructed Si(100) surface terminated as a dihydride, and compare that with monohydride-terminated Si(111). The lattice parameter is a = 0.5431 nm.

My first thought was that "dihydride" means two H per silicon and "monohydride" means one, so the answer to the comparison must be a factor of 2. But that assumes both faces have the same number of silicon atoms per area, and I don't know how to check it. On the (100) face of the cubic cell I see five atoms, four at the corners and one in the centre, and I'm not sure how many to count. On (111) I'm worse off: depending on where I cut my ball-and-stick model, a surface atom loses either one bond or three. Which is right, and how do I get the densities?

**Answer**

You need two numbers for each face: the surface silicon atoms per area, and the broken bonds per surface atom. Their product is the hydrogen density, because in the ideal model each broken bond is capped by one H atom. I assume that the surface is flat, that the silicon atoms stay at their bulk positions, and that a "surface atom" is one that has lost at least one bond.

**The bonds in the crystal**

Silicon has the diamond structure, which consists of two interpenetrating face-centred cubic sublattices, A and B. Put an A atom at the origin. Its four neighbours are B atoms at

(a/4)(1, 1, 1), (a/4)(1, −1, −1), (a/4)(−1, 1, −1), (a/4)(−1, −1, 1).

Seen from a B atom, the four bonds point in the opposite directions, so all signs are reversed.

**Si(100): surface atoms**

By cubic symmetry I can take the surface normal along z. The atomic layers are then a/4 apart, and each layer belongs to one sublattice. Within a layer the atoms form the pattern you describe, with corners and a centre on a square of side a. Each corner atom is shared by four such squares, so it counts as one quarter:

4 × (1/4) + 1 = 2 atoms per area a².

The surface silicon density is therefore

N_Si(100) = 2/a².

**Si(100): broken bonds**

Now remove everything above an A layer. The z components of the four bonds of an A atom are +a/4, −a/4, −a/4 and +a/4. Two bonds point up and are cut, while two point down and survive. For a B layer the signs are reversed, which again gives two up and two down, so it does not matter at which layer the crystal ends. Each bond spans just one layer spacing, so the second layer loses nothing. Hence

N_H(100) = 2 × 2/a² = 4/a².

With a² = 0.29496 nm²,

N_H(100) = 4/(0.29496 nm²) = 13.56 nm⁻² = 1.356 × 10¹⁵ cm⁻²,

where 1 nm⁻² = 10¹⁴ cm⁻².

**Si(111): where to cut**

The height of a point along the [111] direction is

h = (x + y + z)/√3.

For the A atoms, x + y + z is a whole multiple of a, so the A layers lie at multiples of a/√3. A B atom is displaced from an A atom by (a/4)(1, 1, 1), which raises it by

(3a/4)/√3 = √3a/4.

Going up from an A layer, the distance to the next B layer is thus √3a/4. The distance from that B layer to the following A layer is what remains of the repeat distance:

a/√3 − √3a/4 = (4a − 3a)/(4√3) = a/(4√3).

The first gap is three times as wide as the second. The layers therefore come in closely spaced pairs, called bilayers, separated by wide gaps. This is the origin of your two answers:

- Cut in a wide gap. The top layer is A. Its bond (a/4)(1, 1, 1) points straight up and is cut. For each of the other three bonds the components add up to −a/4, so they point down and survive. One bond is broken per surface atom.
- Cut in a narrow gap, inside a bilayer. The top layer is B, whose bonds have the opposite signs. Three bonds point up and are cut, and one survives.

Both counts are correct, but they describe different surfaces. Capping the first gives a monohydride and capping the second gives a trihydride. Your problem says "monohydride", so it specifies the wide-gap cut.

**Si(111): surface atoms**

Two atoms of the same A layer are connected by a vector of the form (a/2)(i, j, k), where i, j and k are integers with i + j + k = 0. Take the two shortest independent vectors of this kind,

t₁ = (a/2)(1, −1, 0), t₂ = (a/2)(0, 1, −1).

Every allowed vector is a whole-number combination of them, because

i t₁ + (i + j) t₂ = (a/2)(i, −i + i + j, −i − j) = (a/2)(i, j, k).

The parallelogram spanned by t₁ and t₂ therefore holds one atom of the layer. Both sides have length

(a/2)√2 = a/√2.

The scalar product is t₁·t₂ = −a²/4, so the angle θ between them obeys

cos θ = (−a²/4)/(a²/2) = −1/2,

which means θ = 120° and sin θ = √3/2. The cell area is

(a/√2)(a/√2)(√3/2) = √3a²/4 = 0.12772 nm².

With one atom per cell and one broken bond per atom,

N_H(111) = N_Si(111) = 4/(√3a²) = 1/(0.12772 nm²) = 7.83 nm⁻² = 7.83 × 10¹⁴ cm⁻².

**The comparison**

The lattice parameter cancels in the ratio:

N_H(100)/N_H(111) = (4/a²) × (√3a²/4) = √3 ≈ 1.73.

The ideal dihydride (100) surface carries about 73 % more hydrogen per area than monohydride (111), a difference of 5.73 × 10¹⁴ cm⁻². To see what happened to your factor of 2, split the ratio into its two parts:

(H per Si: 2/1) × (Si density: (2/a²)/(4/(√3a²)) = √3/2 ≈ 0.866) = √3.

Each silicon atom on (100) does hold twice as much hydrogen, but there are about 13 % fewer surface silicon atoms per area than on (111).

**A check through the bulk density**

You can confirm the silicon densities without drawing any surface cell. The cubic cell holds 8 atoms, so the bulk density is 8/a³ = 49.94 nm⁻³. If a stack of equally populated layers has mean spacing s, each layer must contain (8/a³)s atoms per area.

For (100), s = a/4 = 0.13578 nm, and

(8/a³)(a/4) = 2/a² = 6.78 nm⁻².

For (111), two layers share the repeat distance a/√3, so s = a/(2√3) = 0.15678 nm, and

(8/a³)(a/(2√3)) = 4/(√3a²) = 7.83 nm⁻².

Both agree with the direct counts. The check also shows why the (111) layers are denser: their mean spacing is larger, so each layer has to hold more of the same bulk density.

**If (111) were cut the other way**

The narrow-gap cut leaves the same number of surface silicon atoms but three broken bonds on each, so the trihydride would have

3 × 4/(√3a²) = 4√3/a² = 2.35 × 10¹⁵ cm⁻².

That is √3 times the density of the (100) dihydride, so for these ideal surfaces the order of the two faces would be reversed. This is a pure bond count; as shown below, the ideal trihydride is as crowded as the ideal dihydride. The label "(111)" alone does not fix the hydrogen density; the type of hydride has to be given too.

**How realistic is the ideal dihydride?**

Place the H atoms along the broken bonds, at a round Si–H distance d = 0.15 nm. On (100), the two upward directions of an A atom are (1, 1, 1)/√3 and (−1, −1, 1)/√3. Both H atoms sit at the same height, displaced sideways in opposite directions by

d√(1/3 + 1/3) = d√(2/3).

Within one SiH₂ group they are therefore

2d√(2/3) = 0.245 nm

apart. The next silicon atom along the same sideways direction is at (a/2)(1, 1, 0), a distance a/√2 = 0.384 nm away. One of its H atoms leans back towards the first group, so the two facing H atoms are separated by

a/√2 − 2d√(2/3) = 0.384 nm − 0.245 nm = 0.139 nm.

This is shorter than the Si–H bond itself (which holds for any d above about 0.146 nm), although these two H atoms are not bonded to each other. On monohydride (111) every H stands straight above its silicon atom, and the nearest H–H distance is the full 0.384 nm. The (100) dihydride is thus much more crowded, and one should expect the atoms to move away from these ideal positions. The ideal (111) trihydride has the same problem: three neighbouring silicon atoms each point one H towards the same removed atom, and these H atoms are again a/√2 − 2d√(2/3) = 0.139 nm apart. The geometry alone does not tell you how far the atoms move or which structure has the lowest energy.

What matters for your number is whether such a change alters the count:

- If the SiH₂ groups merely tilt, every silicon atom keeps its two H atoms and N_H(100) = 4/a² still holds.
- If neighbouring surface silicon atoms bond in pairs (dimers), each atom uses one of its two broken bonds for its partner and has one left for hydrogen. The density falls to 2/a² = 6.78 × 10¹⁴ cm⁻², which is below the (111) monohydride value.

For a flat (100) surface on which a fraction x of the surface silicon atoms are dihydrides and the rest are paired monohydrides, the average is 2x + (1 − x) = 1 + x hydrogen atoms per silicon, so

N_H = (1 + x)(2/a²).

The limits x = 1 and x = 0 return the two cases above. This surface matches monohydride (111) when (1 + x) × 0.866 = 1, that is, at x ≈ 0.15. The statement that (100) holds more hydrogen than (111) therefore depends on how much dihydride is present, and the factor √3 belongs to the complete, ideal dihydride.

All these densities refer to the area of a flat plane. On a rough surface, steps and small facets of other orientations add sites with different numbers of broken bonds, and a measured hydrogen content divided by the nominal wafer area need not equal either ideal value.

The numerical output below gives the densities found by counting severed bonds in an explicitly constructed crystal, together with the H–H distances.

Computed values

```
Lattice parameter a: 0.54310 nm
Area of a x a square on (100): 0.29496 nm^2
Area of primitive cell on (111): 0.12772 nm^2
Bulk Si density: 49.940 nm^-3
Mean layer spacing (100): 0.13578 nm
Mean layer spacing (111): 0.15678 nm
Surface Si density (100): 6.7806e+14 cm^-2
Surface Si density (111): 7.8295e+14 cm^-2
Ratio of Si densities (100)/(111): 0.8660
H per surface Si (100): 2
H per surface Si (111), wide-gap cut: 1
H per surface Si (111), narrow-gap cut: 3
H density, dihydride (100): 1.3561e+15 cm^-2
H density, dihydride (100): 13.561 nm^-2
H density, monohydride (111): 7.8295e+14 cm^-2
H density, monohydride (111): 7.830 nm^-2
H density, trihydride (111): 2.3489e+15 cm^-2
Difference (100) - (111): 5.7316e+14 cm^-2
Ratio of H densities (100)/(111): 1.7321
Excess of (100) over (111): 73.2 percent
Chosen Si-H bond length: 0.15 nm
H-H distance within one SiH2 on (100): 0.2449 nm
H-H distance, neighbouring SiH2 on (100): 0.1391 nm
Nearest H-H distance on (111): 0.3840 nm
```
